The delta-kick method: absorption strength from a real-time dipole signal

Suppose a finite system of N electrons is set in motion along z, and its response to a weak field is the polarizability α(ω). We seek a strength function S(ω) that counts electrons: S dω is to be a pure number, so S has the dimension of time. Divided by the squared charge, α has the dimension length²/energy = time²/mass. The quantities m, ħ and ω form no dimensionless combination, so if the weight multiplying α contains nothing else, it must be proportional to mω/e². Absorption resides in the imaginary part of α, hence

S(ω) = C (mω/e²) Im α(ω).

Because the induced dipole is real in time, Im α is odd in ω, and S is even. Dimensions cannot give the number C. Two derivations below give C = 2/π and show that S then integrates to N.

Atomic units are used from here on (ħ = m = e = 1): lengths in bohr, energies and angular frequencies in hartree.

THE KICK AND THE POLARIZABILITY

The electrons start in the Kohn-Sham ground state with real orbitals φ_i. The Kohn-Sham Hamiltonian is h = p²/2 + v, where v is a local potential, that is, a multiplication by a function of position. It is also adiabatic: at each instant v depends on the density at that instant.

An electron has charge −1, so a field E(t) along z adds +zE(t) to its energy. Take E(t) = −kδ(t), which adds −kzδ(t). To see what this does, spread the impulse over a short time τ:

i ∂φ/∂t = (h − kz/τ) φ, 0 < t < τ.

Write φ = exp(ikzt/τ) χ. The time derivative of the exponential produces −(kz/τ)φ, which cancels the pulse term. What remains is

i ∂χ/∂t = exp(−ikzt/τ) h exp(ikzt/τ) χ.

The exponentials pass through v and replace p_z by p_z + kt/τ. The right side stays finite as τ → 0, so χ changes by an amount of order τ. In the limit

φ_i(0⁺) = exp(ikz) φ_i(0⁻).

A phase factor leaves |φ_i|² unchanged, so the density and v are the same just after the kick as before it. The orbitals then evolve with no applied field.

Let Z(t) be the sum of ⟨z⟩ over all electrons, and define

g(t) = [Z(t) − Z(0)]/k.

The dipole is −Z. In linear response the induced dipole is

δd(t) = ∫ χ_d(t − t′) E(t′) dt′,

where χ_d vanishes for negative argument and α is its Fourier transform. Inserting E = −kδ gives δd = −kχ_d(t). Since δd = −kg as well, the two minus signs cancel and g = χ_d. Therefore

α(ω) = ∫₀^∞ g(t) exp(iωt − ηt) dt, η → 0⁺.

The small η makes the integral converge for a signal that oscillates forever. One run yields all frequencies because the transform of δ(t) is constant: the kick drives every frequency equally.

FIRST DERIVATION: THE INITIAL SLOPE

Let G(t) = g(t) exp(−ηt). Since G is real,

Im α(ω) = ∫₀^∞ G(t) sin ωt dt.

To invert this, use for positive t and t′

∫₀^∞ sin ωt sin ωt′ dω = (π/2) δ(t − t′),

which follows from writing the product as half the difference of two cosines; the other term, δ(t + t′), does not contribute. Multiplying Im α by sin ωt and integrating over ω gives

G(t) = (2/π) ∫₀^∞ Im α(ω) sin ωt dω.

Differentiate with respect to t and let t → 0⁺:

G′(0⁺) = ∫₀^∞ (2ω/π) Im α(ω) dω.

The integrand is the S of the opening with C = 2/π. With this choice its area is the initial slope of the signal. Since g(0) = 0, damping does not alter that slope: G′(0⁺) = g′(0⁺) − ηg(0) = g′(0⁺).

The slope follows from the equation of motion. For each electron

d⟨z⟩/dt = i⟨[h, z]⟩.

The local potential commutes with z. For the kinetic term, [p_z²/2, z] = −ip_z, so d⟨z⟩/dt = ⟨p_z⟩. Before the kick ⟨p_z⟩ = 0, because the orbitals are real. The kick changes it according to

exp(−ikz) p_z exp(ikz) = p_z + k.

Each electron thus acquires velocity k, and dZ/dt = Nk at t = 0⁺. Dividing by k,

g′(0⁺) = N, and so ∫₀^∞ S(ω) dω = N.

The physical content is that, at the first instant, the electrons respond as N free particles. Forces change their velocities only after some time has passed.

SECOND DERIVATION: THE EXCITATIONS

The same result can be reached by solving for the motion after the kick. Take doubly occupied spatial orbitals φ_i, empty orbitals φ_a, and orbital energies ε. To first order in k write

φ_i(t) = exp(−iε_i t) [φ_i + Σ_p c_pi(t) φ_p],

where p runs over all orbitals. Orthonormality of the occupied orbitals requires c_ij + c_ji* = 0 for occupied i and j, so the occupied-occupied terms cancel in the density. Only pairs q = (i,a) remain. Put c_ai = u_q + iv_q with u and v real. Then

δn = 4 Σ_q u_q φ_iφ_a.

One factor 2 comes from spin, the other from adding the complex conjugate.

The density change alters the potential by δv = ∫ f δn, where f is the Hartree plus exchange-correlation kernel. Let Δ_q = ε_a − ε_i > 0 and let K_qq′ be the matrix element of f between the products φ_iφ_a of the two pairs. Projecting the first-order Kohn-Sham equation on φ_a gives

i(u̇ + iv̇) = Δ(u + iv) + 4Ku,

with Δ a diagonal matrix. The imaginary and real parts are

u̇ = Δv, v̇ = −(Δ + 4K)u.

Differentiate the first and insert the second: ü = −Δ(Δ + 4K)u. With u = Δ^½ y this takes a symmetric form,

ÿ = −Ωy, Ω = Δ² + 4Δ^½ K Δ^½.

This is the Casida matrix for spin-paired excitations. Let its orthonormal eigenvectors be F_n and its eigenvalues ω_n², assumed positive.

The kick sets the initial values. Expanding exp(ikz) to first order gives c_ai(0) = ikz_q, where z_q = ⟨φ_a|z|φ_i⟩. Hence u(0) = 0 and v(0) = kz, with z now the vector of the z_q. Then u̇(0) = kΔz, so ẏ(0) = kΔ^½ z, and

y(t) = k Σ_n F_n (F_n·Δ^½ z) sin(ω_n t)/ω_n.

The dipole sum is Z − Z(0) = 4z·u = 4(Δ^½ z)·y, which gives

g(t) = Σ_n (f_n/ω_n) sin ω_n t, f_n = 4(F_n·Δ^½ z)².

Now transform. With ζ = ω + iη, the integral of exp(iζt) exp(±iω_n t) over positive t is i/(ζ ± ω_n). Combining the two exponentials of the sine,

α(ω) = Σ_n f_n/(ω_n² − ζ²) = Σ_n (f_n/2ω_n) [1/(ω_n − ζ) + 1/(ω_n + ζ)].

As η → 0⁺ the imaginary part of 1/(ω_n − ω − iη) tends to πδ(ω − ω_n). The other fraction contributes at negative frequency. For ω > 0, therefore,

Im α = Σ_n (πf_n/2ω_n) δ(ω − ω_n), S(ω) = Σ_n f_n δ(ω − ω_n).

The factor 2ω/π removes π/2ω_n from each line and leaves its oscillator strength f_n.

It remains to add the strengths. The F_n form a complete orthonormal set, so Σ_n (F_n·b)² = b·b for any vector b. With b = Δ^½ z,

Σ_n f_n = 4 Σ_ia (ε_a − ε_i) z_ai².

The kernel K has disappeared: interaction in the response redistributes strength but does not change its total. The sum over a may be extended to all orbitals p, because the added terms are antisymmetric in two occupied indices and cancel. For each i, completeness gives

2 Σ_p (ε_p − ε_i) z_pi² = ⟨2zhz − z²h − hz²⟩ = ⟨[z,[h,z]]⟩.

For local v, [h,z] = −∂/∂z, and [z, −∂/∂z] = 1. Each of the N/2 spatial orbitals thus contributes 2 to Σf_n, and Σf_n = N.

WHAT EACH DERIVATION ASSUMES

Both need a local potential, a finite system and a complete enough basis. They differ in the rest.

The first needs no empty orbitals, no spin pairing and no explicit kernel. It needs a signal whose sine transform exists, and a potential that stays finite during the kick. Its slope Nk holds for any k, not just a small one. So the transform of a strongly kicked signal, divided by k, also integrates to N when the integrals converge, although it is then no longer the linear polarizability. A correct area is therefore no proof that k was small.

The second is restricted to first order in k, to paired spins in the form given, and to an instantaneous kernel. In return it identifies the lines and shows why each has weight f_n. It also separates stability from the sum rule. If an eigenvalue of Ω were −γ², its factor sin(ω_n t)/ω_n would become sinh(γt)/γ. Provided that mode has f_n ≠ 0, the integral defining α would then diverge for η < γ; an unstable mode with f_n = 0, such as one that is even in a mirror-symmetric system, does not appear in the linear signal. The algebraic sum Σf_n would still be N.

Both derivations use locality. A fixed nonlocal term V_nl, one that does not respond to the motion of the electrons, such as a nonlocal pseudopotential, adds ⟨[z,[V_nl,z]]⟩ for each electron. A nonlocal term built from the orbitals themselves can behave differently. For Fock exchange the extra contribution to dZ/dt is proportional to ∫∫ |ρ(r,r′)|² w(r − r′)(z′ − z), with ρ the one-particle density matrix and w the repulsion. The integrand is odd under exchange of r and r′, so the term vanishes and the sum stays N. As an illustration of a fixed nonlocal term, place one electron in the four-centre external potential defined below and add the projector |g⟩⟨g| times 1 hartree, where g is a normalized Gaussian proportional to exp(−z²/2). Diagonalizing this Hamiltonian on a grid gives a strength sum of 1.576 from the lowest orbital. The double commutator accounts for the excess 0.576 over one electron.

For a molecule in three dimensions, α here means α_zz. The same result holds for kicks along x and y, so the average of the three strength functions also integrates to N.

A RUN OF FINITE LENGTH

A computed signal ends at some time T and is multiplied by a window W(t) with W(0) = 1. Because g(0) = 0, the slope of Wg at the origin is still N, and the area over all frequencies is unchanged, provided Wg has fallen to zero at T. A jump at T would add to S a term proportional to W(T)g(T) cos ωT, which does not decay, and the area would not converge. The shape of S does change.

For W = exp(−ηt), with T long enough for the remainder to be negligible, the expression for α above applies at finite η. A single line gives

S(ω) = (4ηf_n/π) / {[(ω_n² + η²)/ω − ω]² + 4η²}.

Its maximum lies where the square bracket vanishes, at ω = √(ω_n² + η²), and its height is f_n/(πη). For η much smaller than ω_n it is close to a Lorentzian of half-width η.

The broadened line has a long tail. Integrating the sine transform of G = Wg by parts gives, at high frequency, Im α ≈ −G″(0⁺)/ω³. From the sine series g″(0⁺) = 0, so G″(0⁺) = 2W′(0)g′(0⁺) = −2ηN. Hence S ≈ 4ηN/(πω²), and an integral stopped at a cutoff ω_c well above all lines of appreciable strength misses about

4ηN/(πω_c).

The window W = 1 − 3(t/T)² + 2(t/T)³ has W′(0) = 0, which removes this leading tail. It also goes smoothly to zero at T.

WORKED EXAMPLE: FOUR ELECTRONS IN ONE DIMENSION

Take four electrons and four attractive centres at z = −3, −1, 1 and 3 bohr. Each centre contributes −1/√(u² + 1) to the potential, u being the distance from it, and electrons repel by 1/√(u² + 1). Exchange is treated in the local-density approximation, and correlation is left out.

The exchange potential follows from the uniform gas. At density n each spin has the density matrix sin(πnu/2)/(πu), so the exchange energy per length is

e_x = −(2/π²) ∫₀^∞ sin²(πnu/2) / [u²√(1 + u²)] du.

Differentiating once with respect to n gives v_x, and once more gives the exchange kernel:

v_x = −(1/π) ∫₀^∞ sin(πnu) / [u√(1 + u²)] du,

dv_x/dn = −∫₀^∞ cos(πnu)/√(1 + u²) du = −K₀(πn),

where K₀ is the modified Bessel function defined by this integral.

The orbitals are represented on 101 points from −20 to 20 bohr, with a sinc-function kinetic energy matrix. The box turns the continuum into discrete states. Self-consistent iteration gives occupied levels at −0.458 and −0.318 hartree and a gap of 0.188 hartree to the first empty level.

The orbitals are multiplied by exp(ikz) with k = 0.001 bohr⁻¹ and propagated by split exponentials of kinetic and potential energy, in steps of 0.05 atomic units up to T = 250, or 6.05 fs. The early signal, in bohr², compares with the free-particle line Nt as follows:

t = 0.5: g = 1.991, Nt = 2
t = 1: g = 3.931, Nt = 4
t = 2: g = 7.475, Nt = 8
t = 5: g = 12.97, Nt = 20

The deficit grows from 0.009 to 0.069 between the first two times, a factor near 8. This is the t³ behaviour expected from the next term of the sine series.

With η = 0.03 hartree, the spectrum on a frequency grid of spacing 0.005 hartree has its main peak at 0.295 hartree (8.03 eV), with height 37.63 hartree⁻¹. The single-line formula gives the strength

πη S = π × 0.03 × 37.63 = 3.55.

Diagonalizing Ω for the same model, in the same box, gives the three strongest lines:

ω = 0.2921 hartree, f = 3.502
ω = 0.3460 hartree, f = 0.200
ω = 0.4085 hartree, f = 0.179

Only the first lies below the onset of the Kohn-Sham continuum, 0.318 hartree, which is minus the highest occupied orbital energy. With local-density exchange this onset is not the total-energy cost of removing an electron. The other two are pieces of the continuum made discrete by the box. In a wider box they move and break up into more and weaker lines, while the first line stays at 0.292 hartree with nearly the same strength (3.494 instead of 3.502 for half-widths of 30 to 80 bohr).

The expected maximum for the first line alone is √(0.2921² + 0.03²) = 0.2936 hartree, whose nearest grid point is 0.295. At that point the single-line formula gives contributions to πηS of 3.495, 0.044 and 0.008 from the three lines. Their sum is 3.55, so the peak height slightly overstates the strength of the main line because its neighbours overlap it.

In this box the main line carries 3.502/4 = 88% of the total strength. Without K the lines would lie at bare orbital differences, the lowest being 0.188 hartree.

Integrated up to ω_c = 8 hartree, the spectrum with the exponential window gives 3.981. The predicted missing tail is

4 × 0.03 × 4/(π × 8) = 0.019,

which brings the total to 4.000. The cubic window gives 4.000 directly.

The low-frequency limit provides another view of the same signal. At ω = 0 the damped integral is Σf_n/(ω_n² + η²). Its leading error is proportional to η², which cancels in twice the value at η minus the value at √2 η. The result is α(0) = 44.2 bohr²/hartree. Ground-state calculations in static fields of ±0.0001 atomic units, with α = −dZ/dE, also give 44.2.

Finally, k must be small. This system is mirror symmetric, so reversing k reverses Z(t). The first correction to Z is then of order k³, and the relative error is of order k². For k = 0.05 and 0.1 bohr⁻¹, the largest departure of g from the weak-kick signal up to t = 50 is 1.5% and 6.0% of that signal's maximum. Doubling k multiplies the error by about four. Without mirror symmetry a k² term in Z can appear, giving a relative error of order k; half the difference between runs with k and −k removes it.
